# Displacement Green's Function of a Harmonic Chain with a Mass Defect: verification in Python

```python
"""
Result under test: in a harmonic chain (mass M, spring K, top of band
w_m = 2 sqrt(K/M)) one atom of mass (1-eps) M with unchanged springs has, for
0 < eps < 1, one localized mode at w_L = w_m / sqrt(1-eps^2).
Its displacements are u_n = u_0 (-x)^|n| with x = (1-eps)/(1+eps), and the
defect atom carries the fraction W = 2 eps/(1+eps) of its kinetic energy.
The displacement Green's function is D_nm(t) = -i theta(t) <[u_n(t), u_m(0)]>
with hbar = 1; D(w) is its transform with exp(i w t), Im w > 0.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.linalg import eigh, expm
from scipy.optimize import brentq


def spring_matrix(n_sites, spring):
    """Force constants of a ring with nearest-neighbour springs."""
    identity = np.eye(n_sites)
    return spring * (2 * identity - np.roll(identity, 1, axis=0)
                     - np.roll(identity, -1, axis=0))


def green_closed(distance, w, mass, spring):
    """Derived Green's function of the perfect chain, Im w > 0 or w > w_m."""
    w = complex(w)
    w_m = 2 * np.sqrt(spring / mass)
    root = np.sqrt(w - w_m) * np.sqrt(w + w_m)
    ratio = (2 * spring - mass * w**2 + mass * w * root) / (2 * spring)
    return ratio**abs(distance) / (mass * w * root)


def green_defect(n, m, w, mass, spring, eps):
    """Derived Green's function with the defect at site 0."""
    strength = eps * mass * w**2
    t_matrix = strength / (1 - strength * green_closed(0, w, mass, spring))
    return (green_closed(n - m, w, mass, spring)
            + green_closed(n, w, mass, spring) * t_matrix
            * green_closed(m, w, mass, spring))


def green_from_commutator(masses, spring, source, targets, frequencies):
    """Propagate the linear Heisenberg equations, then integrate over time."""
    n = len(masses)
    generator = np.zeros((2 * n, 2 * n))
    generator[:n, n:] = np.diag(1 / masses)
    generator[n:, :n] = -spring_matrix(n, spring)
    dt, n_steps = 0.04, 5000
    step = expm(generator * dt)
    state = np.zeros(2 * n)
    state[n + source] = 1.0        # coefficient of p_source(0) in u_n(t)
    history = np.empty((n_steps + 1, len(targets)))
    for i in range(n_steps + 1):
        history[i] = state[targets]
        state = step @ state
    times = dt * np.arange(n_steps + 1)
    commutator = history * (-1j)   # [p, u] = -i
    green_time = -1j * commutator
    return np.array([simpson(green_time * np.exp(1j * w * times)[:, None],
                             x=times, axis=0) for w in frequencies])


def ring_modes(n_sites, mass, spring, eps):
    """Frequencies and displacement vectors, normalized to sum M_n u_n^2 = 1."""
    masses = np.full(n_sites, mass)
    masses[n_sites // 2] *= 1 - eps
    scale = 1 / np.sqrt(masses)
    squares, vectors = eigh(scale[:, None] * spring_matrix(n_sites, spring)
                            * scale[None, :])
    return np.sqrt(np.clip(squares, 0, None)), scale[:, None] * vectors


# Green's functions from the commutator, perfect and defect chain
test_mass, test_spring, test_eps = 1.7, 0.6, 0.4
test_top = 2 * np.sqrt(test_spring / test_mass)
n_ring, centre = 161, 80
test_frequencies = [0.5 * test_top + 0.1j, 1.3 * test_top + 0.1j]
offsets = [0, 1, 4]
worst = {}
for label, eps, source_offset in (("perfect", 0.0, 0), ("defect", test_eps, 2)):
    masses = np.full(n_ring, test_mass)
    masses[centre] *= 1 - eps
    direct = green_from_commutator(masses, test_spring, centre + source_offset,
                                   [centre + k for k in offsets],
                                   test_frequencies)
    if label == "perfect":
        derived = np.array([[green_closed(k, w, test_mass, test_spring)
                             for k in offsets] for w in test_frequencies])
    else:
        derived = np.array([[green_defect(k, source_offset, w, test_mass,
                                          test_spring, eps)
                             for k in offsets] for w in test_frequencies])
    worst[label] = np.max(np.abs(direct - derived))
    assert worst[label] < 2e-6     # Simpson error of the time integral

# Worked example in Hartree atomic units
M, K, defect_mass = 50000.0, 0.05, 25000.0
eps = 1 - defect_mass / M
w_m = 2 * np.sqrt(K / M)
w_L = w_m / np.sqrt(1 - eps**2)
x = (1 - eps) / (1 + eps)
W = 2 * eps / (1 + eps)

# Values on the real axis inside the band: outgoing wave against a q-sum
w_in = 0.5 * w_m
k_in = 2 * np.arcsin(w_in / w_m)
q_dense = 2 * np.pi * np.arange(200000) / 200000
denominator = M * ((w_in + 1e-4j * w_m)**2 - (w_m * np.sin(q_dense / 2))**2)
D0_in = -1j / (M * w_in * np.sqrt(w_m**2 - w_in**2))
for distance in (0, 1, 3):
    q_sum = np.mean(np.exp(1j * q_dense * distance) / denominator)
    wave = D0_in * np.exp(1j * k_in * distance)
    assert abs(q_sum - wave) < 2e-3 * abs(D0_in)   # finite damping in the sum

# Pole condition solved with the q-average, not with the closed form
q_grid = 2 * np.pi * np.arange(4000) / 4000


def D0_average(w):
    return np.mean(1 / (M * (w**2 - (w_m * np.sin(q_grid / 2))**2)))


pole_ratio = brentq(lambda s: 1 - eps * M * (s * w_m)**2 * D0_average(s * w_m),
                    1.001, 5.0)
assert abs(pole_ratio * w_m / w_L - 1) < 1e-9

# Diagonalized rings: frequency, shape, weight, and absence for heavy atoms
n_sites = 400
middle = n_sites // 2
table = []
for e in (0.1, 0.3, 0.5, 0.8, -0.5, -2.0):
    freq, modes = ring_modes(n_sites, M, K, e)
    if e > 0:
        top = modes[:, -1]
        decay = (1 - e) / (1 + e)
        assert abs(freq[-1] * np.sqrt(1 - e**2) / w_m - 1) < 1e-9
        assert freq[-2] <= w_m * (1 + 1e-10)       # only one mode splits off
        for n in range(-3, 4):
            assert abs(top[middle + n] / top[middle]
                       - (-decay)**abs(n)) < 1e-8
        assert abs(M * (1 - e) * top[middle]**2 - 2 * e / (1 + e)) < 1e-8
    else:
        assert freq[-1] <= w_m * (1 + 1e-10)
    table.append((e, freq[-1] / w_m))

freq, modes = ring_modes(n_sites, M, K, eps)
pattern = modes[middle:middle + 5, -1] / modes[middle, -1]
W_ring = defect_mass * modes[middle, -1]**2

# Spectral weight of the defect atom left in the band
def band_density(angle):
    w = w_m * np.sin(angle)
    D0 = -1j / (M * w * w_m * np.cos(angle))
    D_defect = D0 / (1 - eps * M * w**2 * D0)
    return -2 * defect_mass / np.pi * w * D_defect.imag * w_m * np.cos(angle)


band_weight = quad(band_density, 1e-9, np.pi / 2 - 1e-9)[0]
assert abs(band_weight + W_ring - 1) < 1e-7
assert abs(band_weight - (1 - eps) / (1 + eps)) < 1e-7

to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100
print("WORKED EXAMPLE (Hartree atomic units)")
print(f"host mass M = {M:.0f} m_e")
print(f"defect mass M0 = {defect_mass:.0f} m_e")
print(f"spring K = {K:.3f} E_h/a0^2")
print(f"mass defect eps = {eps:.3f} (no unit)")
print(f"top of band w_m = {w_m:.6e} E_h = {w_m * to_cm:.2f} cm^-1")
print(f"local mode w_L, formula = {w_L:.6e} E_h = {w_L * to_cm:.2f} cm^-1")
print(f"local mode from pole of q-average = {pole_ratio * w_m:.6e} E_h")
print(f"highest mode, ring of {n_sites} atoms = {freq[-1]:.6e} E_h")
print(f"second highest mode of this ring = {freq[-2]:.6e} E_h")
print(f"w_L/w_m = {w_L / w_m:.6f} (no unit)")
print(f"splitting w_L - w_m = {w_L - w_m:.4e} E_h")
print(f"D_0(w_L), q-average = {D0_average(w_L):.6f} a0^2/E_h")
print(f"1/(eps M w_L^2) = {1 / (eps * M * w_L**2):.6f} a0^2/E_h")
print(f"decay factor x, formula = {x:.6f} (no unit)")
for n, value in enumerate(pattern):
    print(f"u_{n}/u_0 from ring = {value:+.6f} (no unit)")
print(f"weight W on defect, formula = {W:.6f} (no unit)")
print(f"weight W on defect, ring = {W_ring:.6f} (no unit)")
print(f"defect-atom weight left in band, integral = {band_weight:.6f} (no unit)")
print(f"in-band D_0 at w_m/2: imaginary part = {D0_in.imag:.4f} a0^2/E_h")
print("HIGHEST RING FREQUENCY / w_m FOR OTHER DEFECTS (no unit)")
for e, ratio in table:
    print(f"eps = {e:+.1f}, M0/M = {1 - e:.1f}: {ratio:.6f}")
print("COMMUTATOR TEST (units with hbar = 1, M = 1.7, K = 0.6)")
print(f"largest error, perfect chain = {worst['perfect']:.1e}")
print(f"largest error, chain with eps = {test_eps:.1f}: {worst['defect']:.1e}")
print("success")
```

It prints:

```
WORKED EXAMPLE (Hartree atomic units)
host mass M = 50000 m_e
defect mass M0 = 25000 m_e
spring K = 0.050 E_h/a0^2
mass defect eps = 0.500 (no unit)
top of band w_m = 2.000000e-03 E_h = 438.95 cm^-1
local mode w_L, formula = 2.309401e-03 E_h = 506.85 cm^-1
local mode from pole of q-average = 2.309401e-03 E_h
highest mode, ring of 400 atoms = 2.309401e-03 E_h
second highest mode of this ring = 1.999984e-03 E_h
w_L/w_m = 1.154701 (no unit)
splitting w_L - w_m = 3.0940e-04 E_h
D_0(w_L), q-average = 7.500000 a0^2/E_h
1/(eps M w_L^2) = 7.500000 a0^2/E_h
decay factor x, formula = 0.333333 (no unit)
u_0/u_0 from ring = +1.000000 (no unit)
u_1/u_0 from ring = -0.333333 (no unit)
u_2/u_0 from ring = +0.111111 (no unit)
u_3/u_0 from ring = -0.037037 (no unit)
u_4/u_0 from ring = +0.012346 (no unit)
weight W on defect, formula = 0.666667 (no unit)
weight W on defect, ring = 0.666667 (no unit)
defect-atom weight left in band, integral = 0.333333 (no unit)
in-band D_0 at w_m/2: imaginary part = -11.5470 a0^2/E_h
HIGHEST RING FREQUENCY / w_m FOR OTHER DEFECTS (no unit)
eps = +0.1, M0/M = 0.9: 1.005038
eps = +0.3, M0/M = 0.7: 1.048285
eps = +0.5, M0/M = 0.5: 1.154701
eps = +0.8, M0/M = 0.2: 1.666667
eps = -0.5, M0/M = 1.5: 0.999992
eps = -2.0, M0/M = 3.0: 0.999992
COMMUTATOR TEST (units with hbar = 1, M = 1.7, K = 0.6)
largest error, perfect chain = 6.7e-08
largest error, chain with eps = 0.4: 4.3e-09
success
```
